Geometric-Mean Bound on C6 and Combination Rules for H, He, Li

**Question**

I am stuck on an exercise about dispersion coefficients. It asks me to prove that C6(AB) for two different atoms is at most the geometric mean of C6(AA) and C6(BB), and then to try the combination rules of London, Slater–Kirkwood and Tang on H, He and Li.

I suspect a Cauchy–Schwarz argument, but the sum over states has Ω_n + Ω_m in the denominator, which couples the two atoms, so I see no inner product. The numbers confuse me too. With Hartree–Fock polarizabilities and ionization energies, London's formula gives about 162 atomic units for H–Li, while the geometric mean of the like-pair coefficients is about 98. Is the inequality wrong, or is London's formula? And does any of these rules give a true bound?

**Answer**

The inequality holds, and London's formula is what breaks it. The coupled denominator can be separated by an integral over imaginary frequency, and then the inner product is visible.

I use atomic units. Both atoms are free, in S ground states, and far enough apart that overlap is negligible, yet close enough that retardation is too. The leading interaction energy is −C6(AB)/R⁶. Spin degeneracy does no harm, because the interaction below does not act on spin.

**From perturbation theory to a product of responses**

Put the z axis along the line joining the atoms. Let x, y, z be sums of electron coordinates on A, and x′, y′, z′ the same on B. The dipole interaction is

V = (xx′ + yy′ − 2zz′)/R³.

An S state has no mean dipole, so the first-order energy vanishes. For the same reason V couples the ground state only to states in which both atoms are excited. The excited states reached are P states, each with three components. By isotropy, x, y and z reach their own components with the same matrix element, z_n on A and z_m on B, taken real. The squared coefficients of V add up to 1 + 1 + 4 = 6, so

E₂ = −(6/R⁶) Σ_nm z_n² z_m²/(Ω_n + Ω_m).

Here Ω_n and Ω_m are excitation energies, and the sums include the continuum. Define oscillator strengths f_n = 2Ω_n z_n². Then z_n² z_m² = f_n f_m/(4Ω_nΩ_m), and 6/4 = 3/2 gives

C6(AB) = (3/2) Σ_nm f_n f_m/[Ω_nΩ_m(Ω_n + Ω_m)].   (1)

To separate the denominator, take a, b > 0 and use partial fractions:

1/[(a²+ω²)(b²+ω²)] = [1/(a²+ω²) − 1/(b²+ω²)]/(b² − a²).

Since ∫₀^∞ dω/(a²+ω²) = π/(2a), the integral of the left side is

(π/2)(1/a − 1/b)/(b² − a²) = (π/2)(b − a)/[ab(b − a)(b + a)] = π/[2ab(a + b)].

The case a = b follows by continuity. Multiplying by 3/π reproduces the factor in (1). The linear-response polarizability is Σ f_n/(Ω_n² − ω²) at real frequency, hence at imaginary frequency

α(iω) = Σ_n f_n/(Ω_n² + ω²),

and (1) becomes

C6(AB) = (3/π) ∫₀^∞ α_A(iω) α_B(iω) dω.   (2)

This is the inner product you were looking for.

The condition a, b > 0 matters. If an atom is excited and has a dipole-allowed transition to a lower level, as He 3¹S has to 2¹P, some contributing Ω_n are negative. The integral depends only on a² and b² and cannot see that sign, while (1) does. Equation (2) then fails as it stands, and the proof below fails with it. A metastable S state with no such transition, such as He 2¹S or 2³S, keeps all contributing Ω_n positive, and (2) still holds for it when it is paired with a different atom such as ground-state H.

**The inequality and its gap**

Write α_A(ω) for α_A(iω), and consider

D = ½(3/π)² ∬ [α_A(ω)α_B(ω′) − α_A(ω′)α_B(ω)]² dω dω′ ≥ 0.

Expand the square. Each squared term integrates to C6(AA) C6(BB), once the factor (3/π)² is included. The cross term is −2α_A(ω)α_B(ω)α_A(ω′)α_B(ω′), which integrates to −2C6(AB)². The prefactor ½ leaves

D = C6(AA) C6(BB) − C6(AB)².

Since D ≥ 0 and all the coefficients are positive,

C6(AB) ≤ G(AB), with G(AB) = √[C6(AA) C6(BB)].   (3)

Equality requires the bracket to vanish for all ω and ω′, which means that α_A(iω) and α_B(iω) are proportional. The size of the polarizabilities is irrelevant: multiplying α_A by a constant multiplies both sides of (3) by that constant. The ratio C6(AB)/G(AB) is therefore independent of size. It falls below 1 when the two responses fall off differently with frequency.

**A third atom bounds C6(AB) from both sides**

The proof used only that the functions are real, not that they are positive. So remove from α_A and α_B their parts along the response of a third atom C:

β_A = α_A − [C6(AC)/C6(CC)] α_C, and likewise β_B.

In the inner product (2), β_A with β_B gives

C6(AB) − 2C6(AC)C6(BC)/C6(CC) + C6(AC)C6(BC)/C6(CC) = C6(AB) − C6(AC)C6(BC)/C6(CC),

and β_A with itself gives C6(AA) − C6(AC)²/C6(CC). Cauchy–Schwarz for β_A and β_B therefore reads

|C6(AB) − C6(AC)C6(BC)/C6(CC)| ≤ √{[C6(AA) − C6(AC)²/C6(CC)] [C6(BB) − C6(BC)²/C6(CC)]}.   (4)

**The three rules are one model with three frequencies**

Replace each atom by a single oscillator with the correct static polarizability α:

α(iω) = αΩ²/(Ω² + ω²), so that f = αΩ².

Equation (1) then has one term:

C6(AB) ≈ (3/2) α_Aα_B Ω_AΩ_B/(Ω_A + Ω_B).   (5)

The rules differ in how they choose Ω.

London takes Ω = I, the ionization energy.

Slater–Kirkwood uses the sum rule Σf = N, where N is the number of electrons. The rule follows from the double commutator: 2ΣΩ_n z_n² = ⟨[z,[H,z]]⟩, and each electron's kinetic energy contributes 1 to it. With f = αΩ² = N one gets Ω = √(N/α). Dividing numerator and denominator of (5) by Ω_AΩ_B gives

C6(AB) ≈ (3/2) α_Aα_B/[√(α_A/N_A) + √(α_B/N_B)].

Tang chooses Ω so that the like pair is reproduced. For A = B, (5) is C6(AA) = (3/4)α_A²Ω_A, so 1/Ω_A = 3α_A²/[4C6(AA)]. Inserting this for both atoms gives

C6(AB) ≈ (3/2)α_Aα_B/{(3/4)[α_A²/C6(AA) + α_B²/C6(BB)]}
= 2α_Aα_B C6(AA)C6(BB)/[α_A²C6(BB) + α_B²C6(AA)].   (6)

If you treat I or N as an adjustable number and fit it to the like pair, London's and Slater–Kirkwood's formulas both turn into (6).

**Which rules are bounds?**

*Tang against the geometric mean.* With Tang's frequencies, G = (3/4)α_Aα_B√(Ω_AΩ_B). Dividing (5) by this gives

C6(Tang)/G = 2√(Ω_AΩ_B)/(Ω_A + Ω_B) ≤ 1,   (7)

because (√Ω_A − √Ω_B)² ≥ 0. Tang's estimate therefore respects (3). For nearly equal frequencies, Ω_B = Ω_A(1 + δ), the ratio is 1 − δ²/8 to leading order, so the geometric mean then nearly coincides with Tang's estimate. It is close to the true C6 only if the two full responses are nearly proportional, which equal effective frequencies alone do not guarantee. For Ω_B ≪ Ω_A the ratio tends to 2√(Ω_B/Ω_A), which goes to zero. Within this model the bound can be as loose as you like.

*London.* London's value obeys (3) when G is built from London's own like-pair values. Nothing ties it to the G built from the true ones. That is the resolution of your H–Li puzzle.

*Slater–Kirkwood with all electrons is an upper bound.* Let w_n = f_n/(αΩ_n²). These weights are non-negative and add up to 1, and

α(iω) = α Σ w_n u_n/(u_n + ω²), with u_n = Ω_n².

The function u/(u + ω²) = 1 − ω²/(u + ω²) has second derivative −2ω²/(u + ω²)³ ≤ 0, so it is concave. By Jensen's inequality its average is at most its value at the average u, which is Σw_nu_n = Σf_n/α = N/α. Hence

α(iω) ≤ α(N/α)/(N/α + ω²)

at each frequency. Both responses in (2) are positive, so the Slater–Kirkwood value lies at or above C6(AB), provided α is the true static value and N counts all electrons. With valence electrons alone, the sum rule no longer supports the argument.

*Tang is not a bound on C6.* Let A have several oscillators with the weights w_n above, and B a single one with frequency b. Then, apart from the common factor (3/2)α_Aα_B,

true: Σ w_nΩ_n b/(Ω_n + b);   Tang: Ω_A b/(Ω_A + b),

where matching the like pair fixes Ω_A = Σ_nk w_nw_k · 2Ω_nΩ_k/(Ω_n + Ω_k).

For a fast partner, b → ∞, these tend to Σw_nΩ_n and Ω_A. A harmonic mean does not exceed an arithmetic mean, so Ω_A ≤ Σw_nΩ_n, and Tang is too low.

For a slow partner, b → 0, they become b − b²Σw_n/Ω_n and b − b²/Ω_A. Now Ω_A is the average of 1/y, with y = ½(1/Ω_n + 1/Ω_k). Since 1/y is convex, Ω_A is at least 1 over the average of y, which is Σw_n/Ω_n. So 1/Ω_A ≤ Σw_n/Ω_n. Tang subtracts too little and is too high.

A two-oscillator atom with equal weights at 0.5 and 2 shows both signs: the error is +3.1 % with a partner at 0.2 and −15.4 % with a partner at 20.

**Data for H, He and Li**

I computed the data with unrestricted time-dependent Hartree–Fock in Gaussian bases of s and p functions. For H this leaves only basis error. For He and Li it omits correlation beyond the time-dependent mean field (for He, correlation raises α by about 5 % and C6(HeHe) by about 6 %), and relativity is left out throughout. "Error" below means deviation from C6 at this same level, not from experiment. I is minus the highest occupied orbital energy, and Ω is Tang's frequency.

H: α = 4.500, I = 0.500, Ω = 0.428, C6(HH) = 6.499
He: α = 1.322, I = 0.918, Ω = 1.049, C6(HeHe) = 1.376
Li: α = 170.0, I = 0.196, Ω = 0.068, C6(LiLi) = 1477

The Li values are not converged in the basis to the last digits used below. Denser bases lower α(Li) from 170.00 to 169.94, C6(LiLi) from 1477.4 to 1476.5, C6(HLi) from 68.18 to 68.16 and C6(HeLi) from 22.07 to 22.06. The H and He values move by at most 0.0002, and the percentage errors by less than 0.05 points.

Several tests support these values. The perturbation sum behind (1) was tested by diagonalizing V for two H atoms at R = 12, keeping only its couplings to the ground state. This gave 6.4990 in a separate basis of functions r^p e^(−r), in agreement with the sum over states; since the other couplings were dropped, it checks the prefactor and the summation, not their neglect. The static polarizabilities agree with Hartree–Fock calculations in a small finite field, and the integral (2) agrees with the sum (1) for all pairs.

Take He–Li, the most unequal pair. The geometric mean is

G = √(1.3757 × 1477.37) = 45.08.

The common factor in (5) is (3/2) × 1.3222 × 169.996 = 337.15, so

London: 337.15 × 0.9180 × 0.1964/(0.9180 + 0.1964) = 54.5
Slater–Kirkwood, N = 2 and 1: 337.15/(0.813 + 13.038) = 24.3
Slater–Kirkwood, N = 2 and 3: 337.15/(0.813 + 7.528) = 40.4

Tang's rule (6) has numerator 2 × 1.3222 × 169.996 × 1.3757 × 1477.37 ≈ 913,600 and denominator 1.3222² × 1477.37 + 169.996² × 1.3757 ≈ 42,340, which gives 21.6. The directly computed coefficient is 22.07.

The errors for the three unlike pairs are:

H–He, C6 = 2.722: London +6.1 %, Slater–Kirkwood +11.7 %, Tang −0.3 %, G +9.9 %
H–Li, C6 = 68.18: London +137 %, Slater–Kirkwood +11.0 % (valence) or +74 % (all electrons), Tang −1.0 %, G +44 %
He–Li, C6 = 22.07: London +147 %, Slater–Kirkwood +10.3 % (valence) or +83 % (all electrons), Tang −2.2 %, G +104 %

In SI units the three coefficients are 2.61 × 10⁻⁷⁹, 6.53 × 10⁻⁷⁸ and 2.11 × 10⁻⁷⁸ J m⁶.

**Reading the numbers**

The inequality holds for all three pairs, but that is not independent evidence for it. The model responses are themselves real functions inserted into (2), so the theorem applies to them too. The informative quantity is the ratio C6/G: 0.91 for H–He, 0.70 for H–Li and 0.49 for He–Li. Equation (7) predicts 0.91, 0.69 and 0.48 from the effective frequencies alone. At this level of theory, then, most of the gap comes from the mismatch of one characteristic frequency per atom.

London's trouble with Li can be traced. For a like pair, the ratio of London's value to C6 is I/Ω, because both have the form (3/4)α² times a frequency. For Li this is 0.1964/0.0682 = 2.9. If all excitations of Li lay at or above I, every term 2Ω_nΩ_k/(Ω_n + Ω_k) would be at least I, and so would Ω. Since Ω is far below I, a substantial part of the polarizability must come from excitations below the ionization threshold, and London's choice misses this. For He the ratio is 0.88, so London is too low there, while for H it is 1.17. The modest H–He error thus benefits from two opposite faults.

The all-electron Slater–Kirkwood values lie above C6, as they must, but for Li they are loose. The sum rule counts all strength equally, whereas α weights it by 1/Ω_n². High-energy strength therefore raises N while adding little to α, and pushes √(N/α) up. Using N = 1 for Li repairs most of this. Those valence values also lie above C6 here, but that is an observation about these pairs, not a guarantee.

Tang's rule has the smallest error for each unlike pair. It also receives the most information, since it is given both like-pair coefficients and both static polarizabilities. All three of its errors are negative, but the two-oscillator example shows that you may not read it as a lower bound.

A rigorous lower limit comes from (4). With H as the third atom, the centre for He–Li is 2.7220 × 68.1756/6.4992 = 28.55, and the half-width is

√[(1.3757 − 1.1400)(1477.4 − 715.2)] = 13.40.

So, with the limits rounded outward, C6(HeLi) must lie between 15.1 and 42.0 for these responses, and 22.07 does. The upper limit improves on G = 45.1, though the all-electron Slater–Kirkwood bound of 40.4 is tighter still. Values with more digits are in the numerical output below.

Computed values

```
Atomic units: alpha in a0^3, energies in Eh, C6 in Eh a0^6
H-H C6, Laguerre-type basis: 6.49903
H-H C6, pair diagonalized at R = 12 a0: 6.49901
H: HF energy -0.50000, I 0.5000, N 1
H: alpha TDHF 4.4999, finite field 4.4999
H: sum f 1.0000, Omega_eff 0.4279, N_eff 0.8241
He: HF energy -2.86168, I 0.9180, N 2
He: alpha TDHF 1.3222, finite field 1.3222
He: sum f 2.0000, Omega_eff 1.0491, N_eff 1.4553
Li: HF energy -7.43244, I 0.1964, N 3
Li: alpha TDHF 169.9958, finite field 169.9848
Li: sum f 3.0002, Omega_eff 0.0682, N_eff 0.7898
H-H: C6 6.4992, London 7.5934
H-H: SK valence N 7.1592, SK all N 7.1592
He-He: C6 1.3757, London 1.2037
He-He: SK valence N 1.6127, SK all N 1.6127
Li-Li: C6 1477.3678, London 4255.9491
Li-Li: SK valence N 1662.3354, SK all N 2879.2494
H-He: C6 2.7220 = 2.6059e-79 J m^6
H-He: C6/G 0.9104
  London: 2.8889, error +6.13 %
  SK valence N: 3.0415, error +11.74 %
  SK all N: 3.0415, error +11.74 %
  Tang: 2.7128, error -0.34 %
  G: 2.9901, error +9.85 %
H-Li: C6 68.1756 = 6.5267e-78 J m^6
H-Li: C6/G 0.6958
  London: 161.7805, error +137.30 %
  SK valence N: 75.6915, error +11.02 %
  SK all N: 118.9197, error +74.43 %
  Tang: 67.4676, error -1.04 %
  G: 97.9880, error +43.73 %
He-Li: C6 22.0673 = 2.1126e-78 J m^6
He-Li: C6/G 0.4895
  London: 54.5396, error +147.15 %
  SK valence N: 24.3416, error +10.31 %
  SK all N: 40.4238, error +83.18 %
  Tang: 21.5801, error -2.21 %
  G: 45.0817, error +104.29 %
He-Li bounds using H: 15.1534 to 41.9544
Model, partner Omega 0.2 Eh: Tang error +3.09 %
Model, partner Omega 20.0 Eh: Tang error -15.43 %
```
